# Maxwell's Effective Thermal Conductivity from the Far Dipole Field

## 1. A perfectly conducting sphere

Place one sphere of radius $a$ and unlimited conductivity in a large matrix of conductivity $k_m$. Far away the temperature is $T=Gz$, with $G$ a constant gradient and $z=r\cos\theta$ measured from the sphere's centre. The flow is steady and there are no heat sources.

The sphere has one temperature throughout, and by symmetry between $+z$ and $-z$ it is zero. The outside temperature is

$$T=Gz\left(1-\frac{a^3}{r^3}\right).$$

It vanishes at $r=a$ and tends to $Gz$ far away. It also satisfies Laplace's equation, because $z$ does and because $z/r^3=-\partial(1/r)/\partial z$ is a derivative of a solution.

The disturbance $-Ga^3z/r^3$ is a dipole field. Since $z/r^3=\cos\theta/r^2$, the radial gradient is

$$\frac{\partial T}{\partial r}=G\cos\theta\left(1+\frac{2a^3}{r^3}\right),$$

which equals $3G\cos\theta$ at the surface. The sphere draws in heat from its surroundings: the flux density at its poles is three times the distant value.

From here on, the **dipole strength** $S$ of any object is defined by its far field,

$$T\simeq Gz\left(1-\frac{S}{r^3}\right).$$

$S$ has the unit of volume and is positive for an object that conducts better than the matrix. The perfect conductor has $S=a^3$.

## 2. A sphere of finite conductivity

Let the sphere have conductivity $k_i$. Fourier's law is $\mathbf q=-k\nabla T$, and steady flow without sources requires $\nabla\cdot\mathbf q=0$. With $k$ constant inside each material, both regions obey $\nabla^2T=0$. Try

$$T_{\rm in}=Cz,\qquad T_{\rm out}=Gz\left(1-\frac{S}{r^3}\right).$$

Assume perfect thermal contact, so that temperature and normal heat flux are continuous at $r=a$. With $s=S/a^3$, and after cancelling common factors, these conditions read

$$C=G(1-s),\qquad k_iC=k_mG(1+2s).$$

Insert the first into the second and collect $s$:

$$k_i(1-s)=k_m(1+2s)\quad\Rightarrow\quad k_i-k_m=s(k_i+2k_m).$$

Hence

$$S=\beta a^3,\qquad \beta=\frac{k_i-k_m}{k_i+2k_m},\qquad C=G(1-\beta)=\frac{3k_m}{k_i+2k_m}G.$$

This is the only solution with $T-Gz\to0$ at infinity. The difference $D$ of two solutions would fall at least as fast as $1/r$, and its gradient as $1/r^2$. Multiplying $\nabla\cdot(k\nabla D)=0$ by $D$ and integrating by parts turns $\int k|\nabla D|^2dV$ into a distant surface term of order $r^2\cdot r^{-1}\cdot r^{-2}$, which vanishes. So $D$ is constant, and that constant is zero.

The range of $\beta$ is narrow. It is $1$ for a perfect conductor, $0$ for a sphere that matches the matrix, and $-1/2$ for an insulator. A numerical solution of the radial heat equation, for $k_i/k_m=0.001$, $0.3$, $4$ and $1200$, tests the formula; the largest absolute difference in $\beta$ is $3.6\times10^{-6}$.

## 3. Matching two balls

Put $N$ such spheres inside an imaginary ball of radius $R\gg a$, with matrix material between them and outside. Suppose that each sphere responds to the applied gradient $G$ alone. This is the dilute assumption. A sphere centred at $\mathbf r_j$ then contributes

$$\delta T_j=-G\beta a^3\,\frac{z-z_j}{|\mathbf r-\mathbf r_j|^3}.$$

For $r\gg R$,

$$\frac{1}{|\mathbf r-\mathbf r_j|^3}=\frac1{r^3}\left(1+\frac{3\,\mathbf r\cdot\mathbf r_j}{r^2}+\dots\right).$$

The displacement therefore changes the field by a relative amount of order $R/r$, away from the plane $z=0$ where the leading field vanishes. To leading order the $N$ dipoles add as if all sat at the centre:

$$S_{\rm composite}=N\beta a^3.$$

For 400 point dipoles placed at random in the ball, the explicit sum along the direction $(1,1,2)$ differs from the central dipole by 0.105% at $10R$ and by 0.013% at $100R$. The fall is by a factor of about 8, where a pure $R/r$ law would give 10. The first-order term alone gives 0.138% at $10R$ and 0.0138% at $100R$; a second-order term of opposite sign, about $0.036\,R^2/r^2$, accounts for nearly all of the difference. These coefficients belong to this one random sample, whose first-order term happens to be small; three other samples of 400 points gave 0.5% to 0.9% at $10R$ and a fall by a factor close to 10.

Now replace the contents of the ball by a homogeneous material of conductivity $k_e$. Section 2 applies with $a\to R$ and $k_i\to k_e$:

$$S_{\rm homogeneous}=R^3\,\frac{k_e-k_m}{k_e+2k_m}.$$

The effective conductivity is defined by requiring equal far fields. Divide $S_{\rm composite}=S_{\rm homogeneous}$ by $R^3$ and use the volume fraction $\phi=Na^3/R^3$:

$$\frac{k_e-k_m}{k_e+2k_m}=\phi\beta .$$

With $x=\phi\beta$, multiply out and collect $k_e$:

$$k_e-k_m=xk_e+2xk_m\quad\Rightarrow\quad k_e(1-x)=k_m(1+2x),$$

$$\boxed{\;k_e=k_m\,\frac{1+2\phi\beta}{1-\phi\beta}\;}$$

This is Maxwell's formula.

### Limits

Writing the fraction as $1+3x/(1-x)$ gives the dilute expansion

$$\frac{k_e}{k_m}=1+3\phi\beta+3\phi^2\beta^2+\dots$$

The dilute assumption secures the linear term. The quadratic term depends on how the spheres are arranged (Section 5).

For a perfectly conducting filler $\beta=1$, and

$$\frac{k_e}{k_m}=\frac{1+2\phi}{1-\phi}.$$

The gain stays finite because heat must still cross the matrix between the spheres. For insulating voids $\beta=-1/2$, and

$$\frac{k_e}{k_m}=\frac{1-\phi}{1+\phi/2}\simeq1-\frac32\phi .$$

A void costs more than its share of volume, since heat also has to go around it.

### The same result from averages

Let the mean gradient in the matrix be $g$, and let each sphere respond to $g$, so that its inner gradient is $g(1-\beta)$. The mean gradient over the composite is

$$(1-\phi)g+\phi(1-\beta)g=(1-\phi\beta)g.$$

For the flux, use $k_i(1-\beta)=3k_ik_m/(k_i+2k_m)=k_m(1+2\beta)$. The mean flux magnitude is

$$(1-\phi)k_mg+\phi k_m(1+2\beta)g=k_m(1+2\phi\beta)g.$$

Their ratio is Maxwell's formula. The numerator counts the extra flux that the spheres carry, and the denominator counts the temperature difference that they fail to support. The assumption is now visible in another form: a sphere is taken to respond to the average matrix gradient.

## 4. Why the sample is a ball

Each sphere also feels the others. From $\delta T=-GSz/r^3$, a neighbour at distance $r$ and polar angle $\theta$ changes the $z$ gradient by

$$-GS\,\frac{\partial}{\partial z}\frac{z}{r^3}=GS\,\frac{3\cos^2\theta-1}{r^3}.$$

For $S>0$, neighbours along the field strengthen it and neighbours beside the sphere weaken it; for $S<0$ the signs are reversed. Averaged over all directions, $\cos^2\theta$ is $1/3$ and the change is zero.

For a ball cut from a simple cubic lattice and centred on a lattice point or a cell centre, add this expression over all pairs. The set of pairs is unchanged when $x$, $y$ and $z$ are exchanged, so the sum of $z^2/r^5$ is one third of the sum of $r^2/r^5$. The first mutual correction to the total dipole therefore cancels.

Solving the coupled dipole equations at $\phi=0.10$ and $k_i/k_m=1200$ tests this. In a ball of 437 spheres the mean dipole is 1.0005 times the isolated value. Centred balls of 123 to 515 spheres give 1.0005 to 1.0014, and balls of similar size cut off-centre, which lack the exchange symmetry, deviate from 1 by up to about 0.005. In a $5\times5\times20$ box of the same lattice, with its long side along the field, the factor is 1.0765. The excess in the box is an effect of sample shape. A box would have to be matched to the dipole of a homogeneous box, for which the expression in Section 3 does not hold.

## 5. Validity beyond the dilute limit

### A case where the formula is exact

Surround a core of radius $a$ with a concentric matrix shell of outer radius $b$, where $\phi=a^3/b^3$. Embed this object in a medium of conductivity $k_e$ that carries the undisturbed field $T=Gz$. In the shell,

$$T=gz\left(1-\frac{\beta a^3}{r^3}\right).$$

Continuity of temperature and of flux at $r=b$ requires

$$G=g(1-\phi\beta),\qquad k_eG=k_mg(1+2\phi\beta).$$

Dividing the second by the first gives Maxwell's formula with no dilute assumption. At that value of $k_e$ the coated sphere leaves a uniform applied gradient undisturbed outside it. For $\phi=1/8$ and $k_i/k_m=1200$, the radial numerical solution gives $S/b^3=0.125$ when the object lies in plain matrix, and $-3\times10^{-7}$ when it lies in the Maxwell medium.

### A cubic array

A direct three-dimensional conduction calculation for a simple cubic array, at $\phi=0.10$ and the same contrast, gives $k_e/k_m=1.3317$ on the coarser grid and 1.3323 on the finer one. Maxwell's formula gives 1.3324, and the linear law $1+3\phi\beta$ gives 1.2993. The grids differ by 0.0006, so the agreement should be read as good to about 0.001. Including the octupole coupling of the lattice gives 1.3326, slightly above Maxwell's value, so both grid values are a little low. For this ordered array the formula is accurate well past first order.

### Random spheres

In a random dispersion some pairs lie close together. Assume that every non-overlapping position of a second sphere is equally likely. Let $E$ be the relative increase of a sphere's dipole due to one neighbour at distance $\rho$, averaged over the direction of the pair. With $u=\rho^3/a^3$, a shell of thickness $d\rho$ contains on average $\phi\,du$ neighbours, so the mean strength becomes

$$\beta a^3(1+\phi I),\qquad I=\int_8^\infty E\,du .$$

The lower limit is contact, $\rho=2a$.

Keep only dipoles at first. If the pair lies along the field, each relative dipole $p$ obeys $p=1+2\beta p/u$. If it lies across the field, $p=1-\beta p/u$. Call these two values $p_\parallel$ and $p_\perp$. For a pair tilted by an angle $\theta$, split the applied field into parts along and across the line of centres; the dipole component along the field is then $p_\parallel\cos^2\theta+p_\perp\sin^2\theta$. Over all directions $\cos^2\theta$ averages to $1/3$ and $\sin^2\theta$ to $2/3$, so

$$E=\frac13\left[\frac{u}{u-2\beta}+\frac{2u}{u+\beta}\right]-1=\frac{2\beta}{3}\left[\frac1{u-2\beta}-\frac1{u+\beta}\right],$$

$$I_{\rm dipole}=\frac{2\beta}{3}\ln\frac{8+\beta}{8-2\beta}.$$

For $k_i/k_m=1200$ this is 0.269. Near contact the field varies across each sphere and higher multipoles matter. With 30 and with 60 multipoles the integral is 0.501, so the dipole estimate captures little more than half of it.

Replacing $\phi\beta$ by $\phi\beta(1+\phi I)$ in the matching condition gives

$$\frac{k_e}{k_m}=1+3\phi\beta+(3\beta^2+3\beta I)\phi^2+\dots$$

The quadratic coefficient rises from about 3.0 to about 4.5. Maxwell's formula is thus reliable to first order for this dispersion but misses a third of its second-order term. Clustering, settling or touching particles would change that term again.

## 6. Contact resistance

A real interface can support a temperature jump. Let $R_b$ be its resistance for unit area. The flux conducted inwards at the surface is $k_iC\cos\theta$, so the temperature condition of Section 2 becomes

$$aC+R_bk_iC=aG(1-s)\quad\Rightarrow\quad C\left(1+\frac{k_iR_b}{a}\right)=G(1-s).$$

The flux condition is still $k_iC=k_mG(1+2s)$. Name the left side of the new temperature condition $C'$. The flux condition then reads $k_i'C'=k_mG(1+2s)$ with

$$k_i'=\frac{k_i}{1+k_iR_b/a}.$$

The two equations have their earlier form, so it suffices to replace $k_i$ by $k_i'$ in $\beta$. The filler has no effect when $k_i'=k_m$, that is, at the radius

$$a_0=\frac{R_b}{1/k_m-1/k_i}\qquad(k_i>k_m).$$

Within this model, particles smaller than $a_0$ lower the conductivity of the composite. Since $a_0$ falls towards $R_bk_m$ as $k_i$ grows, particles smaller than $R_bk_m$ do so however well their material conducts.

## 7. Worked example: a lightly filled gap filler

Take aluminium spheres in soft silicone, with rough typical conductivities $k_i=240$ and $k_m=0.20$ W/(m K). Choose $a=10$ µm and $\phi=0.10$, and a layer of thickness $L=200$ µm that carries 5.0 W/cm². Then

$$\beta=\frac{240-0.20}{240+0.40}=0.9975,\qquad \phi\beta=0.09975,$$

$$\frac{k_e}{k_m}=\frac{1+0.1995}{1-0.09975}=1.332,\qquad k_e=0.266\ \text{W/(m K)}.$$

The thermal resistance $L/k_e$ of unit area is 7.5 K cm²/W, against 10.0 K cm²/W without filler. At the same thickness and flux, the temperature drop falls from 50 K to 37.5 K.

A perfect conductor in place of aluminium would give $k_e/k_m=1.333$. At this loading a better metal gains less than 0.1%, because the matrix between the particles sets the resistance.

The first three rows below are effects left out, and the last two are changes of the inputs. Their sizes are relative to $k_e$. The pair entry stops at order $\phi^2$; at $\phi=0.10$ the omitted higher-order terms can shift it by a few tenths of a per cent. The contact and halving entries use Maxwell's formula alone; with the pair term included they become about −0.10% and −0.08%:

| Effect | Change |
|---|---|
| Random pairs | +1.4% |
| Walls of the layer | between about −0.4% and +0.5% |
| Contact resistance | −0.08% |
| Aluminium conductivity halved | −0.07% |
| Matrix conductivity 10% higher | +10% |

The wall entry assumes that sphere centres are spread evenly between $a$ and $L-a$ at fixed mean loading, which raises the core fraction to 0.111. It applies Maxwell's formula slice by slice, although the slices are thinner than a particle, and gives −0.4%. This slice model leaves out an effect of opposite sign. A well-conducting, nearly isothermal wall acts as a mirror: a sphere at height $z$ sees an image at distance $2z$ along the field, which raises its dipole as $p_\parallel$ does in Section 5. Averaged over the layer this adds about 1.5% to the dipoles with dipole coupling alone and about 1.8% with higher multipoles. Inserted into Maxwell's formula, the latter is about +0.5% in $k_e$. For metal faces the two effects largely cancel, so the entry indicates a size only and not a sign.

The contact entry uses an assumed rough value, $R_b=5\times10^{-8}$ m² K/W. This lowers the apparent aluminium conductivity to 109 W/(m K), with almost no effect on $\beta$. The same $R_b$ gives $a_0=10$ nm, a thousand times smaller than the chosen radius.

At 350 K, radiation across one particle diameter has the conductivity scale $4\sigma T^3(2a)=1.9\times10^{-4}$ W/(m K), where $\sigma$ is the Stefan–Boltzmann constant. That is about 0.1% of $k_m$. This length is appropriate only if the matrix absorbs thermal radiation within about a particle diameter. In a clear matrix the path between spheres is $4a/(3\phi)\approx130$ µm and the refractive index adds a factor $n^2\approx2$, so the same scale rises to about 1.3% of $k_m$. The layer is only about one and a half such paths thick, so its faces limit the exchange: a grey-slab estimate gives about 0.9% for black faces and about 0.1% for faces of emissivity 0.1.

**Comparison with real fillers.** The conductivities and particle size are plausible for such materials, but a loading of 10% is far below that of commercial thermal gap fillers. Those are densely packed and reach roughly one to several W/(m K), several times the value found here or more. The assumption they break is that of well-separated spheres: their particles crowd, touch and differ in size and shape. The formula should not be extrapolated to them. A mounted layer also has contact resistances at its two outer faces, which add to the 7.5 K cm²/W.

## 8. Notes for implementation

Compute $\beta$, then $x=\phi\beta$, then $k_m(1+2x)/(1-x)$. For $0\le\phi<1$ the denominator is positive, since $\beta\le1$. A finite answer does not show that the loading lies within the formula's range.

The input $\phi$ is a volume fraction. If the filler has mass fraction $w$ and density $\rho_i$, and the matrix has density $\rho_m$, then adding the volumes in unit mass gives

$$\phi=\frac{w/\rho_i}{w/\rho_i+(1-w)/\rho_m}.$$

The matching condition can be read backwards: a measured $k_e$ yields $\phi\beta=(k_e-k_m)/(k_e+2k_m)$. With known $\phi$ this gives $\beta$, but for a highly conducting filler it is a poor way to find $k_i$. Since

$$1-\beta=\frac{3k_m}{k_i+2k_m},$$

all large values of $k_i$ crowd near $\beta=1$. In the example, halving $k_i$ moves $k_e$ by 0.07%, while a 10% error in $k_m$ moves it by 10%. At high contrast and low loading, the matrix conductivity is the input to measure with most care.

The values used above, with further digits, are in the numerical output that follows.

## Table of computed values

```
matrix conductivity k_m = 0.20 W/(m K)
aluminium conductivity k_i = 240 W/(m K)
volume fraction phi = 0.10
sphere radius a = 10 um
layer thickness = 200 um
heat flux = 5.0 W/cm2
working temperature = 350 K
contrast k_i/k_m = 1200
beta, formula = 0.99750
beta, radial solution = 0.99750
largest beta error, four contrasts = 3.6e-06
phi*beta = 0.09975
k_e/k_m, Maxwell = 1.3324
k_e/k_m, first order in phi = 1.2993
k_e/k_m, perfect filler = 1.3333
k_e, Maxwell = 0.2665 W/(m K)
layer resistance, filled = 7.51 K cm2/W
layer resistance, unfilled = 10.00 K cm2/W
temperature drop, filled = 37.5 K
temperature drop, unfilled = 50.0 K
far-field deviation at 10 R = 0.105 %
far-field deviation at 100 R = 0.0134 %
spheres in lattice ball = 437
mean coupled/isolated dipole, ball = 1.0005
spheres in 5x5x20 box = 500
mean coupled/isolated dipole, box = 1.0765
coated sphere S/b^3 in matrix = 0.12469
coated sphere S/b^3 in Maxwell medium = -2.8e-07
cubic array k_e/k_m, 16^3 grid = 1.3317
cubic array k_e/k_m, 24^3 grid = 1.3323
pair integral I, dipoles only = 0.2689
pair integral I, 30 multipoles = 0.5009
pair integral I, 60 multipoles = 0.5012
phi^2 coefficient, Maxwell = 2.985
phi^2 coefficient, random = 4.485
k_e with random pairs = 0.2702 W/(m K)
change of k_e, random pairs = +1.40 %
contact resistance R_b = 5.0e-08 m2 K/W
k_i reduced by contact = 109.1 W/(m K)
change of k_e, contact = -0.083 %
radius of invisible filler = 10.01 nm
change of k_e, k_i halved = -0.069 %
radiative conductivity scale = 1.9e-04 W/(m K)
radiative scale / k_m = 0.097 %
volume fraction in layer core = 0.1111
change of k_e, wall zones = -0.41 %
change of k_e, k_m up 10 % = +9.99 %
```
